# Mean voltage and retrapping current of a resistively shunted Josephson junction

**Question**

I am working on an exercise about a Josephson junction with critical current $I_c$, resistance $R$ and capacitance $C$ in parallel, fed by a constant current $I$. It has two parts.

1. Neglect $C$, integrate the equation for the phase, and show that the mean voltage for $I>I_c$ is $R\sqrt{I^2-I_c^2}$.
2. For weak damping, use an energy balance to show that when the current is lowered the junction returns to zero voltage at $I_r=4I_c/(\pi Q)$.

In part 1, I separate variables and get a tangent that runs off to infinity, and I don't see how to extract an average from it. In part 2, I don't know which energies to balance. The capacitor and the junction both store energy, and the voltage oscillates. I am also suspicious of the formula itself: for $Q=1$ it gives a retrapping current larger than $I_c$. Is it exact?

**Answer**

The first formula is exact once $C$ is set to zero. The second is the leading result for large $Q$, so your suspicion is justified. Both follow from the same equation.

**The model**

Let $\varphi$ be the phase difference across the junction. The voltage is $V=(\hbar/2e)\,d\varphi/dt$, with $e>0$. The supplied current divides among capacitor, resistor and junction:

$$I=C\frac{\hbar}{2e}\frac{d^2\varphi}{dt^2}+\frac{\hbar}{2eR}\frac{d\varphi}{dt}+I_c\sin\varphi .$$

I take $R$ to be independent of voltage, neglect noise, and take $I\ge 0$. Write $i=I/I_c$.

**Part 1: integrating the overdamped equation**

Drop the capacitor term, divide by $I_c$, and measure time by $\tau=2eRI_ct/\hbar$. Then

$$\frac{d\varphi}{d\tau}=i-\sin\varphi .$$

If $i<1$, the right side vanishes at $\varphi_0=\arcsin i$. A small deviation $x$ from that point obeys $dx/d\tau=-x\cos\varphi_0$ and decays, because $\cos\varphi_0>0$. The phase comes to rest and the mean voltage is zero. At $i=1$ the phase still creeps towards a point of rest, at $\pi/2$ up to whole turns, so the mean is again zero.

If $i>1$, the right side is positive everywhere and the phase keeps advancing. Put $u=\tan(\varphi/2)$, for which

$$\frac{du}{d\varphi}=\frac{1+u^2}{2},\qquad \sin\varphi=\frac{2u}{1+u^2}.$$

Multiplying $du/d\varphi$ by $d\varphi/d\tau$ and completing the square gives

$$\frac{du}{d\tau}=\frac i2(1+u^2)-u=\frac i2\left[\left(u-\frac1i\right)^2+\frac{s^2}{i^2}\right],\qquad s=\sqrt{i^2-1}.$$

Now set $u-1/i=(s/i)\,w$. The left side becomes $(s/i)\,dw/d\tau$ and the right side $(s^2/2i)(1+w^2)$, so

$$\frac{dw}{d\tau}=\frac s2(1+w^2)\quad\Rightarrow\quad w=\tan\frac{s\tau}{2},$$

with $\tau=0$ chosen where $w=0$. Therefore

$$\tan\frac{\varphi}{2}=\frac1i+\frac si\tan\frac{s\tau}{2}.$$

The infinity that bothered you is harmless. As $s\tau/2$ runs from $-\pi/2$ to $\pi/2$, the left side runs from $-\infty$ to $+\infty$, which means that $\varphi$ runs from $-\pi$ to $\pi$. The tangent diverges there, but the phase passes smoothly through $\pi$ and the next branch takes over. One branch is one full turn, and it lasts $\Delta\tau=2\pi/s$. In ordinary time this is

$$T=\frac{\hbar}{2eRI_c}\,\frac{2\pi}{s}=\frac{h}{2eRI_c\,s}.$$

The average needs no further integration, because $V$ is a time derivative:

$$\langle V\rangle=\frac1T\int_0^T\frac{\hbar}{2e}\frac{d\varphi}{dt}\,dt=\frac{\hbar}{2e}\frac{2\pi}{T}=RI_cs=R\sqrt{I^2-I_c^2}.$$

Just above $I_c$ this is approximately $R\sqrt{2I_c(I-I_c)}$, which rises with infinite slope. For $I\gg I_c$ it approaches $RI$. The instantaneous voltage $R(I-I_c\sin\varphi)$ swings between $R(I-I_c)$ and $R(I+I_c)$. Its time average lies below the midpoint $RI$ because the phase moves slowly where the voltage is low.

**Numbers for the overdamped case**

Take $I_c=10\ \mu\mathrm{A}$, $C=1$ pF and $R=1\ \Omega$. At $I=12.5\ \mu\mathrm{A}$ we have $i=1.25$ and $s=\sqrt{1.5625-1}=0.75$, so

$$\langle V\rangle=1\ \Omega\times10\ \mu\mathrm{A}\times0.75=7.5\ \mu\mathrm{V}.$$

The voltage swings between 2.5 and 22.5 μV with frequency $1/T=2e\langle V\rangle/h=3.63$ GHz. At 10.5 μA the mean is 3.20 μV, and at 20 μA it is 17.3 μV. These values hold without noise. At 4.2 K the thermal noise of the resistor rounds the corner at $I_c$ for this junction: the stationary Fokker–Planck solution gives about 0.8 μV at 9.5 μA, 2.1 μV at 10 μA and 3.5 μV at 10.5 μA, while the values at 12.5 and 20 μA change by less than 0.2%.

**How small must the capacitance be?**

Restoring the capacitor term in the same time unit gives it the coefficient $\beta=2eI_cR^2C/\hbar$. Let $p=d\varphi/d\tau$, regard $p$ as a function of $\varphi$, and let a prime mean $d/d\varphi$. Since $d^2\varphi/d\tau^2=p\,p'$,

$$\beta\,p\,p'+p=f,\qquad f=i-\sin\varphi .$$

For fixed $i>1$ and small $\beta$, after the initial transient has died out, expand $p=f+\beta p_1+\beta^2p_2+\dots$ and collect powers:

$$p_1=-ff',\qquad p_2=-(fp_1)'=2ff'^2+f^2f''.$$

The period is the integral of $1/p$ over a turn, and

$$\frac1p=\frac1f-\beta\frac{p_1}{f^2}+\beta^2\left(\frac{p_1^2}{f^3}-\frac{p_2}{f^2}\right)+\dots=\frac1f+\beta\frac{f'}{f}-\beta^2\left(\frac{f'^2}{f}+f''\right)+\dots$$

The terms $f'/f=(\ln f)'$ and $f''$ are derivatives of periodic functions and integrate to zero. For the remaining one, $\sin\varphi=i-f$ gives $f'^2=\cos^2\varphi=1-(i-f)^2=-s^2+2if-f^2$. Using $\int d\varphi/f=2\pi/s$ and $\int f\,d\varphi=2\pi i$,

$$\int_0^{2\pi}\frac{f'^2}{f}\,d\varphi=-2\pi s+4\pi i-2\pi i=2\pi(i-s).$$

The period is therefore $(2\pi/s)\,[1-\beta^2s(i-s)]$ to this order, and

$$\langle V\rangle\simeq R\sqrt{I^2-I_c^2}\,\left[1+\beta^2s(i-s)\right].$$

In the example $\beta=0.0304$, so the relative shift is $0.0304^2\times0.75\times0.5=3.5\times10^{-4}$. Neglecting the capacitor is well justified there.

**Part 2: which energies to balance**

With weak damping the natural time unit is $1/\omega_p$, where

$$\omega_p=\sqrt{\frac{2eI_c}{\hbar C}},\qquad Q=\omega_pRC .$$

From here on $p=d\varphi/d(\omega_pt)$. Dividing the circuit equation by $I_c$ gives the capacitor term the coefficient $C\hbar\omega_p^2/(2eI_c)=1$ and the resistor term the coefficient $\hbar\omega_p/(2eRI_c)=1/(\omega_pRC)=1/Q$. Hence

$$p\,p'=i-\sin\varphi-\frac pQ .$$

This is a pendulum with a constant torque $i$ and weak friction. Its stored energy, in units of $E_J=\hbar I_c/2e$, is

$$E=\frac{p^2}{2}-\cos\varphi .$$

The first term is the capacitor's energy and the second the junction's. Differentiating and inserting the equation of motion,

$$\frac{dE}{d\varphi}=p\,p'+\sin\varphi=i-\frac pQ .$$

In a steady running state $p$ is the same after each turn, and so is $E$. Both stored energies drop out over a full turn, however strongly the voltage oscillates within it. What remains is the work of the current source against the heat in the resistor:

$$2\pi i=\frac1Q\int_{-\pi}^{\pi}p\,d\varphi .$$

**Why there is a smallest current**

So far nothing has been approximated. Now let $Q$ be large. Near retrapping $i$ is of order $1/Q$, so $E$ changes during one turn only by an amount of order $1/Q$. Within a turn the motion is then nearly that of a frictionless pendulum:

$$p=\sqrt{2(E+\cos\varphi)} .$$

To get over the top, at $\varphi=\pi$, it needs $E>1$. Define the loss integral

$$W(E)=\int_{-\pi}^{\pi}\sqrt{2(E+\cos\varphi)}\,d\varphi ,\qquad \frac{dW}{dE}=\int_{-\pi}^{\pi}\frac{d\varphi}{p}>0 .$$

The energy gained in one turn is

$$\Delta E=2\pi i-\frac{W(E)}{Q}.$$

A steady state needs $W(E)=2\pi iQ$. Because $W$ increases with $E$, this has at most one solution, and that solution is stable: a pendulum with too much energy loses more than it gains, and one with too little gains more than it loses.

As $i$ is lowered, the steady $E$ falls. In the frictionless approximation it cannot fall below 1. (On the true orbit $E$ varies about this value by an amount of order $1/Q$ within a turn; for $Q=8.7$ just above retrapping it moves between about 0.90 and 1.09.) At $E=1$, the identity $1+\cos\varphi=2\cos^2(\varphi/2)$ gives

$$p=2\cos\frac\varphi2,\qquad W(1)=\int_{-\pi}^{\pi}2\cos\frac\varphi2\,d\varphi=\left[4\sin\frac\varphi2\right]_{-\pi}^{\pi}=8 .$$

To leading order in $1/Q$, every running orbit thus dissipates more than $8/Q$ per turn; the correction at finite $Q$ is examined below. In the same approximation, if the source supplies less than that, the pendulum loses energy turn after turn, fails to reach the top, and swings down to rest. The limit is $2\pi i=8/Q$, that is,

$$I_r\simeq\frac{4I_c}{\pi Q}\qquad(Q\gg1).$$

In ordinary units the source does work $\int IV\,dt=Ih/2e$ per turn, and the balance reads $I_rh/2e=8E_J/Q$.

**How good is the large-$Q$ formula?**

At any $Q$ where retrapping occurs this way, the limiting orbit leaves one maximum of the tilted potential $-\cos\varphi-i\varphi$ and just reaches the next. Expand it as $p=p_0+p_1/Q+\dots$ with $p_0=2\cos(\varphi/2)$, and write $i=i_1/Q+\dots$. The terms of order $1/Q$ in the equation of motion are

$$(p_0p_1)'=i_1-p_0 .$$

The orbit leaves the maximum along a smooth curve that shifts smoothly with $1/Q$, so $p_1$ is finite at $\varphi=-\pi$. Since $p_0=0$ there, $p_0p_1$ starts from zero. Integrating from $-\pi$,

$$p_0p_1=i_1(\varphi+\pi)-4\sin\frac\varphi2-4 .$$

The product must vanish at $\varphi=\pi$ as well, which gives $2\pi i_1=8$, the same law again. With $i_1=4/\pi$,

$$p_0p_1=\frac{4\varphi}{\pi}-4\sin\frac\varphi2 .$$

This is odd in $\varphi$, and $p_0$ is even, so $p_1$ is odd and adds nothing to the loss integral. The maxima are displaced from $\pm\pi$ by about $i\sim1/Q$, but $p$ is also of order $1/Q$ there, so the displaced ends change the integral only at order $1/Q^2$. The relative error of the formula is therefore of order $1/Q^2$, not $1/Q$.

The coefficient can be found numerically. I integrated the equation for $p(\varphi)$ forward from one maximum and backward from the next, and adjusted $i$ until the two speeds agreed at $\varphi=0$:

- $Q=2$: $I_r/I_c=0.597$; the formula gives 0.637.
- $Q=5$: 0.2521; the formula gives 0.2546.
- $Q=10$: 0.1270; the formula gives 0.1273.

These values, and one at $Q=20$, are described by $I_r\approx(4I_c/\pi Q)(1-0.25/Q^2)$, where 0.25 is a numerical finding. At $Q=1$ the formula is outside its range. A retrapping current above $I_c$ would make no sense, since below $I_c$ there must be a state of rest to return to and above it there is none.

**Numbers for the underdamped case**

Keep the same $I_c$ and $C$, but let $R=50\ \Omega$. Then $\omega_p=1.743\times10^{11}\ \mathrm{s^{-1}}$ and

$$Q=1.743\times10^{11}\ \mathrm{s^{-1}}\times50\ \Omega\times10^{-12}\ \mathrm F=8.72 .$$

With $E_J=20.54$ meV and $Q=8.716$, the large-$Q$ estimate of the smallest heat per turn is $8\times20.54/8.716=18.85$ meV. On the numerically computed limiting orbit the loss integral is 7.974 instead of 8, which gives 18.79 meV. The retrapping current is

$$I_r\simeq\frac{4\times10\ \mu\mathrm A}{\pi\times8.72}=1.46\ \mu\mathrm A .$$

The numerical limiting orbit also gives 1.46 μA; the formula is 0.3% above it.

**Hysteresis**

Between $I_r$ and $I_c$ the state of rest at $\varphi_0=\arcsin i$ is stable too, because a small displacement feels the restoring force $-x\cos\varphi_0$ and friction. The history then decides which state is occupied. I integrated the full equation in time for the 50 Ω junction until the transient had died out. At 2% above the numerical $I_r$, a junction started in rapid rotation keeps a mean voltage of 48 μV, while one started at rest near $\varphi_0$ settles to zero. At 2% below, the rotating one also ends at zero.

The value of 48 μV is well below $RI=50\ \Omega\times1.485\ \mu\mathrm A=74\ \mu\mathrm V$. The energy balance explains the sign of the difference. Averaged over a turn it reads $I\langle V\rangle=\langle V^2\rangle/R$, and since $\langle V^2\rangle\ge\langle V\rangle^2$, it follows that $\langle V\rangle\le RI$. Rearranged, the same balance gives $RI-\langle V\rangle=(\langle V^2\rangle-\langle V\rangle^2)/\langle V\rangle$, so the gap measures how uneven the voltage is. Near retrapping the speed is close to $p=2\cos(\varphi/2)$, which runs from 2 at the bottom to nearly zero at the top, so the voltage is very uneven and the gap is large.

Without noise, $I_r$ is reached when the current is lowered slowly enough for the running state to follow it: for the 50 Ω junction, trapping occurs at 0.92, 0.988 and 0.998 times $I_r$ when $i$ falls by $10^{-3}$, $10^{-4}$ and $10^{-5}$ per unit of $\omega_pt$. With noise this no longer holds, because a fluctuation can trap the junction before the limit is reached, and a slower sweep gives it more time to do so. In a simulation of the same junction with the thermal noise of the resistor at 4.2 K, the running state at 2% above $I_r$ is lost within a fraction of a nanosecond, and trapping occurs on average near $1.14\,I_r$ and $1.25\,I_r$ for rates of $2\times10^{-4}$ and $2\times10^{-5}$. At that temperature a slow sweep therefore gives a retrapping current above the value calculated here. A resistance that depends on voltage also changes the loss integral.
